# The three-loop coefficients C63 and C62 from soft photons and contact potentials: verification in Python

```python
"""
Result under test: for nS states the three-loop coefficients of
(alpha/pi)^3 (Z alpha)^6 L^k, L = ln[(Z alpha)^-2], obey
    C63 = 0,   C62 = -(2/3) B40,
from one soft photon combined with the two-loop contact potential g2*delta(r).
Atomic units, Z = 1 in the numerical tests.
  rho(r)  = psi(r)/psi(0), the nS state scaled to one at the origin
  G(r)    = reduced Green function <r|1/(E-H)'|0>
  u(r)    = radial part of (H-E)/(H-E+k) grad psi / psi(0), a P wave
  w(k)    = wave-function part of delta W(k), divided by g2*psi(0)^2
  W(k)    = <p (H-E)/(H-E+k) p>, the soft-photon integrand
A term b*ln(k)/k in w gives C62/B40 = b/3; a term ln(k)^2/k would give C63.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import solve_banded
from scipy.special import zeta

r, c = sp.symbols("r c", positive=True)


def build_state(n):
    """Return rho, rho', G and G' as functions after checking G symbolically."""
    if n == 1:
        poly = sp.Integer(1)
        h = -1/(2*r) + sp.log(r) + r + c
    else:
        poly = 1 - r/2
        h = -1/(2*r) + poly*sp.log(r) - r**2/8 + 5*r/4 + c*poly
    decay = sp.exp(-r/n)
    rho = poly*decay
    green = decay*h/sp.pi
    energy = -sp.Rational(1, 2*n**2)
    density0 = 1/(sp.pi*n**3)

    def e_minus_h(f):
        return sp.diff(f, r, 2)/2 + sp.diff(f, r)/r + (energy + 1/r)*f

    assert sp.simplify(sp.expand(e_minus_h(rho)/decay)) == 0
    residual = (e_minus_h(green) + density0*rho)/decay
    assert sp.simplify(sp.expand(residual)) == 0
    # unit point source: r*G -> -1/(2 pi)
    assert sp.limit(sp.expand(r*h), r, 0) == -sp.Rational(1, 2)
    # orthogonality to the state fixes the constant c
    g0 = sp.lambdify(r, green.subs(c, 0)*rho*r**2, "numpy")
    g1 = sp.lambdify(r, sp.diff(green, c)*rho*r**2, "numpy")
    c_value = -quad(g0, 0, 80, limit=300)[0]/quad(g1, 0, 80, limit=300)[0]
    green = green.subs(c, c_value)
    expressions = (rho, sp.diff(rho, r), green, sp.diff(green, r))
    return [sp.lambdify(r, e, "numpy") for e in expressions]


x = np.linspace(np.log(1e-9), np.log(60.0), 10001)
step = x[1] - x[0]
rad = np.exp(x)


def p_wave(k, n, rho_values):
    """Solve (H-E+k) u = -rho/r^2 for l = 1 by Numerov on a log grid."""
    kappa2 = 1/n**2 + 2*k
    q = 2.25 - 2*rad + kappa2*rad**2
    source = 2*np.sqrt(rad)*rho_values
    off = 1 - step**2*q/12
    diag = -(2 + 10*step**2*q/12)
    rhs = step**2*(source[2:] + 10*source[1:-1] + source[:-2])/12
    y_left = -np.sqrt(rad[0])
    rhs[0] -= off[0]*y_left
    size = len(rad) - 2
    band = np.zeros((3, size))
    band[0, 1:] = off[2:-1]
    band[1] = diag[1:-1]
    band[2, :-1] = off[1:-2]
    y = np.zeros(len(rad))
    y[0] = y_left
    y[1:-1] = solve_banded((1, 1), band, rhs)
    return y/np.sqrt(rad)


def fit(columns, data):
    matrix = np.array(columns).T
    scale = np.linalg.norm(matrix, axis=0)
    return np.linalg.lstsq(matrix/scale, data, rcond=None)[0]/scale


photon = np.logspace(3, 7, 41)
root, log_k, one = np.sqrt(photon), np.log(photon), np.ones(len(photon))
tail = [log_k/root, 1/root, log_k/photon, 1/photon]
results = {}
for n in (1, 2):
    rho_f, drho_f, green_f, dgreen_f = build_state(n)
    rho_v, drho_v, dgreen_v = rho_f(rad), drho_f(rad), dgreen_f(rad)
    kw, k_w0 = [], []
    for k in photon:
        u = p_wave(k, n, rho_v)
        inner = -4*rad[0]          # integral from 0 to the first grid point
        w = simpson(8*np.pi*rad**3*dgreen_v*u, x=x) + inner
        kw.append(k*w)
        k_w0.append(k*simpson(4*np.pi*rad**3*drho_v*u, x=x))
    kw, k_w0 = np.array(kw), np.array(k_w0)

    power, single = fit([root, log_k, one] + tail, kw)[:2]
    assert abs(power + 4*np.sqrt(2)) < 1e-3
    assert abs(single + 2) < 1e-2
    # a squared logarithm here would produce a cubic one in the energy
    double = fit([log_k**2, log_k, one] + tail, kw + 4*np.sqrt(2)*root)[0]
    assert abs(double) < 1e-2

    contact = fit([one, 1/root, log_k/photon, 1/photon], k_w0)[0]
    a41 = 2*contact/(3*np.pi)
    assert abs(a41 - 4/3) < 1e-3

    # energy-shift part: tends to -<p^2>/k, hence only a single logarithm
    diff = drho_v - u
    shift = -4/n**3*simpson(rad**3*diff**2, x=x)
    assert abs(shift + 1/n**2) < 2e-3
    # intermediate P wave vanishes at the origin, so delta(r) cannot act there
    near = np.interp(1e-3/np.sqrt(2*photon[-1]), rad, diff)
    assert abs(near) < 1e-2

    # slope of the regular part of G in ln r, for the frozen-log estimate
    r1, r2 = 1e-6, 1e-5
    regular = [green_f(s) + 1/(2*np.pi*s) for s in (r1, r2)]
    slope = (regular[1] - regular[0])/np.log(r2/r1)
    assert abs(np.pi*slope - 1) < 1e-3
    frozen = -a41*np.pi*slope
    results[n] = (power, single, double, a41, shift, frozen)

# Two-loop inputs, in units of (alpha/pi)^2
pi2, ln2, z3 = np.pi**2, np.log(2), zeta(3)
dirac_slope = -4819/5184 - 49*pi2/432 + pi2*ln2/2 - 3*z3/4
moment = 197/144 + pi2/12 - pi2*ln2/2 + 3*z3/4
vacuum = -82/81
b40 = 4*dirac_slope + moment + vacuum
c62 = -2*b40/3

alpha = const.alpha
loop = alpha/np.pi
anomaly = const.value("electron mag. mom. anomaly")
# what is left of the measured anomaly must be of three-loop size
rest = (anomaly - loop/2 - moment*loop**2)/loop**3
assert abs(rest) < 2

mc2 = const.value("electron mass energy equivalent in MeV")*1e6
hz_per_ev = const.e/const.h
bohr = const.value("Bohr radius")*1e10

print("NUMERICAL TEST OF THE SOFT-PHOTON INTEGRAND (Z = 1, atomic units)")
print(f"photon energy range: {photon[0]:.0e} to {photon[-1]:.0e} hartree")
for n, (power, single, double, a41, shift, frozen) in results.items():
    print(f"{n}S coefficient of sqrt(k) in k*w: {power:.5f}")
    print(f"{n}S coefficient of ln k in k*w: {single:.4f}")
    print(f"{n}S coefficient of ln^2 k in k*w: {double:.1e}")
    print(f"{n}S A41 from W(k): {a41:.5f}")
    print(f"{n}S energy-shift part times k: {shift:.4f}")
    print(f"{n}S C62/B40 from the fit: {single/3:.4f}")
    print(f"{n}S C62/B40 with the logarithm frozen: {frozen:.4f}")
print(f"derived coefficient of sqrt(k): {-4*np.sqrt(2):.5f}")
print("TWO-LOOP INPUTS AND THE RESULT (dimensionless)")
print(f"two-loop Dirac slope: {dirac_slope:.6f}")
print(f"two-loop magnetic moment: {moment:.6f}")
print(f"two-loop vacuum polarization: {vacuum:.6f}")
print(f"anomaly remainder in (alpha/pi)^3: {rest:.2f}")
print(f"B40: {b40:.6f}")
print(f"C62: {c62:.6f}")
print("WORKED EXAMPLE (fixed point nucleus)")
print(f"electron rest energy: {mc2:.2f} eV")
print(f"alpha: {alpha:.9f}")
print(f"Bohr radius: {bohr:.6f} angstrom")
print(f"reduced Compton length: {alpha*bohr:.6f} angstrom")
for label, charge, n in (("H 1S", 1, 1), ("H 2S", 1, 2), ("He+ 1S", 2, 1)):
    za = charge*alpha
    big_log = np.log(za**-2)
    e_two = loop**2*za**4*mc2*b40/n**3
    e_three = loop**3*za**6*mc2*c62*big_log**2/n**3
    # same shift from the numerically fitted integrand
    e_fit = e_two*2*alpha*za**2/(3*np.pi)*results[n][1]*big_log**2/2
    assert abs(e_fit/e_three - 1) < 1e-2
    print(f"{label} L: {big_log:.4f}")
    print(f"{label} two-loop B40 shift: {e_two:.4e} eV")
    print(f"{label} ratio of C62 term to B40 term: {e_three/e_two:.3e}")
    print(f"{label} C62 shift: {e_three:.3e} eV = {e_three*hz_per_ev:.2f} Hz")
print("checks complete")
```

Running it gives:

```
NUMERICAL TEST OF THE SOFT-PHOTON INTEGRAND (Z = 1, atomic units)
photon energy range: 1e+03 to 1e+07 hartree
1S coefficient of sqrt(k) in k*w: -5.65685
1S coefficient of ln k in k*w: -1.9997
1S coefficient of ln^2 k in k*w: -5.1e-05
1S A41 from W(k): 1.33333
1S energy-shift part times k: -1.0000
1S C62/B40 from the fit: -0.6666
1S C62/B40 with the logarithm frozen: -1.3334
2S coefficient of sqrt(k) in k*w: -5.65685
2S coefficient of ln k in k*w: -1.9997
2S coefficient of ln^2 k in k*w: -4.8e-05
2S A41 from W(k): 1.33333
2S energy-shift part times k: -0.2500
2S C62/B40 from the fit: -0.6666
2S C62/B40 with the logarithm frozen: -1.3334
derived coefficient of sqrt(k): -5.65685
TWO-LOOP INPUTS AND THE RESULT (dimensionless)
two-loop Dirac slope: 0.469941
two-loop magnetic moment: -0.328479
two-loop vacuum polarization: -1.012346
anomaly remainder in (alpha/pi)^3: 1.18
B40: 0.538941
C62: -0.359294
WORKED EXAMPLE (fixed point nucleus)
electron rest energy: 510998.95 eV
alpha: 0.007297353
Bohr radius: 0.529177 angstrom
reduced Compton length: 0.003862 angstrom
H 1S L: 9.8405
H 1S two-loop B40 shift: 4.2136e-09 eV
H 1S ratio of C62 term to B40 term: -7.985e-06
H 1S C62 shift: -3.365e-14 eV = -8.14 Hz
H 2S L: 9.8405
H 2S two-loop B40 shift: 5.2670e-10 eV
H 2S ratio of C62 term to B40 term: -7.985e-06
H 2S C62 shift: -4.206e-15 eV = -1.02 Hz
He+ 1S L: 8.4542
He+ 1S two-loop B40 shift: 6.7418e-08 eV
He+ 1S ratio of C62 term to B40 term: -2.358e-05
He+ 1S C62 shift: -1.589e-12 eV = -384.31 Hz
checks complete
```
